# Hyperdynamics of annealing defects with a uniform basin bias: a program that tests the result

```python
# Result under test: a bias energy B, uniform over the thermal weight of a basin
# and zero around its saddles, multiplies every rare classical escape rate by
# nearly exp(B/kT), about 48 for B = 0.2 eV and T = 600 K.
# V: potential energy from the basin minimum (eV); x: hop coordinate (nm);
# Z: integral of exp(-V/kT) over the basin; kappa: transmission coefficient.
# Model: one hop coordinate, cosine barriers of unequal height on the two sides.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.stats import chi

T = 600.0
kT = const.k * T / const.e
beta = 1.0 / kT
B = 0.2
E_right, E_left = 0.65, 0.75
hop = 0.248
saddle = hop / 2
mass_u = 55.85
mass = mass_u * const.atomic_mass * 1e6 / const.e      # eV ps^2 / nm^2
V_on, V_off = 0.15, 0.50
wave = 2 * np.pi / hop
ideal = np.exp(beta * B)


def switch(V):
    """1 below V_on, 0 above V_off, smooth between."""
    u = np.clip((V - V_on) / (V_off - V_on), 0, 1)
    return 1 - u**2 * (3 - 2 * u)


def potential(x):
    return np.where(x < 0, E_left, E_right) / 2 * (1 - np.cos(wave * x))


# ---- grid from one neighbouring minimum to the other, absorbing at both ends
N = 3000
x = np.linspace(-hop, hop, N + 1)
h = x[1] - x[0]
V = potential(x)
basin = np.abs(x) < saddle
bias = np.where(basin, B * switch(V), 0.0)


def generator(U):
    """Hop rates right and left of the interior nodes, diffusion constant 1."""
    right = np.exp(-beta * (U[2:] - U[1:-1]) / 2) / h**2
    left = np.exp(-beta * (U[:-2] - U[1:-1]) / 2) / h**2
    return right, left


def solve_from_minimum(U, source, right_exit=False):
    """Mean accumulated source before exit, or probability of right exit."""
    right, left = generator(U)
    band = np.zeros((3, N - 1))
    band[0, 1:] = -right[:-1]
    band[1] = right + left
    band[2, :-1] = -left[1:]
    rhs = np.array(source[1:-1], dtype=float)
    if right_exit:
        rhs[:] = 0
        rhs[-1] = right[-1]
    return solve_banded((1, 1), band, rhs)[N // 2 - 1]


def partition(U):
    return h * np.sum(np.exp(-beta * U[basin]))


one = np.ones(N + 1)
time_free = solve_from_minimum(V, one)
time_bias = solve_from_minimum(V + bias, one)
boost_dynamic = time_free / time_bias
Z, Z_bias = partition(V), partition(V + bias)
boost_tst = Z / Z_bias
assert abs(ideal - 48) < 0.5
assert boost_tst < ideal
# The bias slightly raises the barrier flanks in damped motion: few per cent.
assert abs(boost_dynamic / boost_tst - 1) < 0.03
assert abs(boost_dynamic / ideal - 1) < 0.08

# ---- accumulated physical clock along the biased motion
clock = solve_from_minimum(V + bias, np.exp(beta * bias))
assert abs(clock / time_free - 1) < 0.03

# ---- branching between the two exits
p_free = solve_from_minimum(V, one, True)
p_bias = solve_from_minimum(V + bias, one, True)
odds_free, odds_bias = p_free / (1 - p_free), p_bias / (1 - p_bias)
assert abs(odds_bias / odds_free - 1) < 0.03

# ---- bias leaking onto the right saddle only
leak = 0.02
leaked = V + bias + np.where(x > 0, leak * (1 - switch(V)), 0)
p_leak = solve_from_minimum(leaked, one, True)
leak_ratio = p_leak / (1 - p_leak) / odds_bias
assert abs(leak_ratio / np.exp(-beta * leak) - 1) < 0.02

# ---- part of the thermal weight left without bias
V_cut = 0.10
hat = np.where(basin & (V < V_cut), B, 0.0)
weight = np.exp(-beta * V)
f_cut = np.sum(weight[basin & (V >= V_cut)]) / np.sum(weight[basin])


def two_level(f):
    return 1 / (f + (1 - f) / ideal)


boost_hat = time_free / solve_from_minimum(V + hat, one)
assert abs(boost_hat / two_level(f_cut) - 1) < 0.01

# ---- uniform bias reaching to a distance gap from the saddles
gaps = [0.002, 0.030, 0.060]
gap_tst, gap_dynamic = [], []
for gap in gaps:
    wide = np.where(np.abs(x) < saddle - gap, B, 0.0)
    gap_tst.append(Z / partition(V + wide))
    gap_dynamic.append(time_free / solve_from_minimum(V + wide, one))
assert gap_tst[0] > 0.99 * ideal and gap_dynamic[0] < 0.2 * ideal
assert gap_dynamic[0] < gap_dynamic[1] < gap_dynamic[2]

# ---- no new trap, and relaxation much faster than biased escape
levels = np.linspace(0, E_right, 2001)
assert np.all(np.diff(levels + B * switch(levels)) > 0)
right, left = generator(V + bias)
modes = eigh_tridiagonal(right + left, -np.sqrt(right[:-1] * left[1:]),
                         eigvals_only=True, select='i', select_range=(0, 1))
separation = modes[1] * time_bias
assert separation > 100

# ---- transition-state rates and waiting times
flux = np.sqrt(kT / (2 * np.pi * mass))                # nm/ps
k_right = flux * np.exp(-beta * E_right) / Z           # 1/ps
k_left = flux * np.exp(-beta * E_left) / Z
wait_free = 1e-3 / (k_right + k_left)                 # ns
wait_bias = wait_free / boost_tst
widths = [np.sqrt(kT / (E / 2 * wave**2)) for E in (E_right, E_left)]
Z_harmonic = np.sqrt(2 * np.pi) * np.mean(widths)
assert abs(Z / Z_harmonic - 1) < 0.05                  # cosine anharmonicity

# ---- recrossing with inertia: Langevin trajectories from the right saddle
omega = wave * np.sqrt(E_right / (2 * mass))           # rad/ps, well and barrier
gamma = 20.0


def force(q, biased):
    E = np.where(q < 0, E_left, E_right)
    slope = E / 2 * wave * np.sin(wave * q)
    if biased:
        U = E / 2 * (1 - np.cos(wave * q))
        u = np.clip((U - V_on) / (V_off - V_on), 0, 1)
        factor = 1 - B * 6 * u * (1 - u) / (V_off - V_on)
        slope = slope * np.where(np.abs(q) < saddle, factor, 1.0)
    return -slope


def transmission(biased, half=15000, dt=0.001, steps=600):
    rng = np.random.default_rng(7)
    thermal = np.sqrt(kT / mass)
    speed = thermal * np.sqrt(-2 * np.log(1 - rng.random(half)))
    v = np.concatenate([speed, -speed])                # flux-weighted speeds
    q = np.full(2 * half, saddle)
    damp = np.exp(-gamma * dt)
    kick = thermal * np.sqrt(1 - damp**2)
    F = force(q, biased)
    for _ in range(steps):
        v += F * dt / (2 * mass)
        q += v * dt / 2
        v = damp * v + kick * rng.standard_normal(2 * half)
        q += v * dt / 2
        F = force(q, biased)
        v += F * dt / (2 * mass)
    return np.mean(q[:half] > saddle) - np.mean(q[half:] > saddle)


kappa_free, kappa_bias = transmission(False), transmission(True)
ratio = gamma / (2 * omega)
kappa_kramers = np.sqrt(1 + ratio**2) - ratio
assert abs(kappa_free - kappa_bias) < 0.02             # sampling error ~0.005
assert abs(kappa_free - kappa_kramers) < 0.04          # plus anharmonic barrier


# ---- same switch driven by the total energy of d harmonic modes
def boost_modes(d):
    def integrand(r):
        return chi.pdf(r, d) * np.exp(-beta * B * switch(kT * r**2 / 2))
    edges = [0, np.sqrt(2 * beta * V_on), np.sqrt(2 * beta * V_off), 20]
    return 1 / sum(quad(integrand, a, b)[0] for a, b in zip(edges, edges[1:]))


rng = np.random.default_rng(3)
energy = kT / 2 * np.sum(rng.standard_normal((200000, 12))**2, axis=1)
sampled = 1 / np.mean(np.exp(-beta * B * switch(energy)))
assert abs(sampled / boost_modes(12) - 1) < 0.02

# ---- further neglected effects
hbar_omega = const.hbar * omega * 1e12 / const.e
wigner = 1 + (beta * hbar_omega)**2 / 24
ideal_hot = np.exp(B * const.e / (const.k * (T + 10)))
escapes = 100

print(f"Temperature: {T:.0f} K; kT = {kT:.5f} eV")
print(f"Bias B = {B:.2f} eV; B/kT = {beta*B:.4f}")
print(f"Ideal boost exp(B/kT) = {ideal:.2f}")
print(f"Barriers right, left: {E_right:.2f}, {E_left:.2f} eV")
print(f"Hop length: {hop:.3f} nm; mass: {mass_u:.2f} u")
print(f"Bias switched off from V = {V_on:.2f} to {V_off:.2f} eV")
print(f"Z unbiased = {Z:.5f} nm; Z biased = {Z_bias:.7f} nm")
print(f"Harmonic estimate of Z = {Z_harmonic:.5f} nm")
print(f"Boost Z/Z_b = {boost_tst:.2f}")
print(f"Boost from damped escape times = {boost_dynamic:.2f}")
print(f"Biased clock / true escape time = {clock/time_free:.4f}")
print(f"One-way thermal flux speed = {flux:.4f} nm/ps")
print(f"TST rate right = {k_right*1e12:.3e} 1/s")
print(f"TST rate left = {k_left*1e12:.3e} 1/s")
print(f"TST mean wait unbiased = {wait_free:.1f} ns")
print(f"TST mean wait biased = {wait_bias:.2f} ns")
print(f"TST odds right:left = {k_right/k_left:.3f}")
print(f"Damped odds unbiased = {odds_free:.3f}")
print(f"Damped odds biased = {odds_bias:.3f}")
print(f"Leak {leak:.2f} eV on right saddle: odds times {leak_ratio:.3f}")
print(f"  predicted exp(-leak/kT) = {np.exp(-beta*leak):.3f}")
print(f"Sharp bias below {V_cut:.2f} eV: uncovered f = {f_cut:.4f}")
print(f"  boost two-level = {two_level(f_cut):.2f}")
print(f"  boost from escape times = {boost_hat:.2f}")
print(f"Boost with 1 percent uncovered = {two_level(0.01):.1f}")
for gap, a, b in zip(gaps, gap_tst, gap_dynamic):
    print(f"Bias-free gap {gap:.3f} nm: TST {a:.2f}, damped {b:.2f}")
print(f"Biased escape time x relaxation rate = {separation:.0f}")
print(f"Well angular frequency (right side) = {omega:.2f} rad/ps")
print(f"Friction in trajectories = {gamma:.0f} 1/ps")
print(f"kappa unbiased = {kappa_free:.3f}; biased = {kappa_bias:.3f}")
print(f"kappa Kramers = {kappa_kramers:.3f}")
for d in (3, 12, 30):
    print(f"Total-energy switch, {d} modes: boost {boost_modes(d):.2f}")
print(f"  12 modes by sampling: boost {sampled:.2f}")
print(f"Barrier quantum hbar*omega = {hbar_omega*1e3:.2f} meV")
print(f"Wigner tunnelling factor = {wigner:.4f}")
print(f"Ideal boost at {T+10:.0f} K = {ideal_hot:.2f}")
print(f"Counting error, {escapes} escapes = {100/np.sqrt(escapes):.0f} percent")
print("OK")
```

Running it gives:

```
Temperature: 600 K; kT = 0.05170 eV
Bias B = 0.20 eV; B/kT = 3.8682
Ideal boost exp(B/kT) = 47.85
Barriers right, left: 0.65, 0.75 eV
Hop length: 0.248 nm; mass: 55.85 u
Bias switched off from V = 0.15 to 0.50 eV
Z unbiased = 0.03888 nm; Z biased = 0.0008264 nm
Harmonic estimate of Z = 0.03810 nm
Boost Z/Z_b = 47.05
Boost from damped escape times = 46.68
Biased clock / true escape time = 1.0078
One-way thermal flux speed = 0.1192 nm/ps
TST rate right = 1.064e+07 1/s
TST rate left = 1.538e+06 1/s
TST mean wait unbiased = 82.1 ns
TST mean wait biased = 1.75 ns
TST odds right:left = 6.918
Damped odds unbiased = 6.420
Damped odds biased = 6.370
Leak 0.02 eV on right saddle: odds times 0.681
  predicted exp(-leak/kT) = 0.679
Sharp bias below 0.10 eV: uncovered f = 0.0543
  boost two-level = 13.49
  boost from escape times = 13.49
Boost with 1 percent uncovered = 32.6
Bias-free gap 0.002 nm: TST 47.85, damped 2.18
Bias-free gap 0.030 nm: TST 47.84, damped 18.84
Bias-free gap 0.060 nm: TST 47.20, damped 46.40
Biased escape time x relaxation rate = 15437
Well angular frequency (right side) = 18.98 rad/ps
Friction in trajectories = 20 1/ps
kappa unbiased = 0.599; biased = 0.599
kappa Kramers = 0.603
Total-energy switch, 3 modes: boost 41.36
Total-energy switch, 12 modes: boost 3.83
Total-energy switch, 30 modes: boost 1.02
  12 modes by sampling: boost 3.83
Barrier quantum hbar*omega = 12.50 meV
Wigner tunnelling factor = 1.0024
Ideal boost at 610 K = 44.91
Counting error, 100 escapes = 10 percent
OK
```
